# Why Capacitance Transients Miss Filled Traps near the Depletion Edge

A calculated silicon diode contains \(1.00\times10^{13}\) traps per cm³. Its capacitance transient, evaluated as if traps switched all the way to the depletion edge, gives \(6.87\times10^{12}\) cm⁻³. Thirty-one per cent of the density is missing, although the trap distribution is uniform and every trap has the same energy level. Three contributions decide the deficit: which traps change their charge, where the boundary between them lies, and how strongly the capacitance weighs a charge at each position.

## The diode and its conventions

The diode is a Schottky contact on n-type silicon, with \(x=0\) at the metal. It has uniform shallow donors \(N_D=10^{15}\) cm⁻³ and uniform acceptor-like electron traps \(N_T\), neutral when empty and negative when filled. The bulk traps are filled, so the bulk electron density is

\[
n=N_D-N_T=9.90\times10^{14}\ \text{cm}^{-3}.
\]

The traps are dilute, \(N_T\ll n\), and results are kept to first order in \(N_T/n\). The upward band bending, in volts, is \(\psi(x)\), zero in the bulk and \(\psi_s\) at the metal.

The diode rests at 5 V reverse bias (index \(R\)), is pulsed to 0 V (index \(P\)), and returns to 5 V. The pulse lasts long enough for the trap occupancy to settle. The signal is \(\Delta C=C(\text{final})-C(\text{just after the pulse})\). All capacitances are per unit area.

## First contribution: which traps change their charge

A trap with occupancy \(f\) captures electrons at a rate proportional to their local density \(n(x)\), and emits at the rate \(e_n\):

\[
\frac{df}{dt}=c\,n(x)(1-f)-e_nf .
\]

Thermal equilibrium fixes \(e_n\). There \((1-f)/f=e^{(E_T-E_F)/kT}\), with degeneracy and entropy absorbed in \(E_T\), and \(n=N_Ce^{-(E_C-E_F)/kT}\). Setting \(df/dt=0\) gives

\[
e_n=c\,n\,\frac{1-f}{f}=c\,n_1,\qquad n_1=N_Ce^{-(E_C-E_T)/kT}.
\]

The steady occupancy in the biased diode is therefore

\[
f(x)=\frac{n(x)}{n(x)+n_1}.
\]

Near the depletion edge the electrons are in equilibrium with the bulk. Their quasi-Fermi level is flat, and \(n(x)=n\,e^{-q\psi/kT}\). Half occupancy occurs at \(n(x)=n_1\), that is, at

\[
q\psi=kT\ln\frac{n}{n_1}=E_F-E_T\equiv\Delta ,
\]

where \(\Delta\) is the bulk value. This is the Fermi-level crossing: the bands have risen just enough to lift the trap level to the electron quasi-Fermi level.

At 230 K, with the trap 0.45 eV below the conduction band and \(E_C-E_F=0.1954\) eV, \(\Delta=0.4500-0.1954=0.2546\) eV. The edge of the depletion layer has too little bending for a crossing, so traps there stay filled.

They are not inactive. Halfway between the crossing and the edge, \(n(x)=7.2\times10^3\,n_1\). A filled trap emits at \(e_n=52\) s⁻¹, but an emptied one recaptures at \(7.2\times10^3\times52\approx3.8\times10^5\) s⁻¹. The empty fraction is \(1.4\times10^{-4}\). The tail of bulk electrons, small compared with the doping, is still large compared with \(n_1\). Emission continues, and refilling cancels its effect on the charge.

## Second contribution: where the boundary lies

Between the crossing and the bulk the traps are filled, so the fixed charge density is \(q(N_D-N_T)=qn\). Since \(\psi\) is minus the electrostatic potential, Poisson's equation reads

\[
\psi''=\frac{qn}{\varepsilon}\left(1-e^{-q\psi/kT}\right).
\]

Multiply by \(2\psi'\) and integrate from the bulk, where \(\psi=\psi'=0\). With \(F=-\psi'\),

\[
F^2=\frac{2qn}{\varepsilon}\left[\psi-\frac{kT}{q}\left(1-e^{-q\psi/kT}\right)\right].
\]

Where \(q\psi\gg kT\) the exponential can be dropped, and

\[
\frac{d}{dx}\sqrt{\psi-\frac{kT}{q}}
=-\frac{F}{2\sqrt{\psi-kT/q}}=-\sqrt{\frac{qn}{2\varepsilon}} .
\]

Integrating, with \(W\) as the constant of integration,

\[
\psi-\frac{kT}{q}=\frac{qn}{2\varepsilon}(W-x)^2,\qquad F=\frac{qn}{\varepsilon}(W-x).
\]

Thus \(W\) is the place where the straight part of the field extrapolates to zero. It is also the edge that capacitance measures. Let a fast small signal shift the electron tail by \(\delta W\) while the trap charges stay frozen. At a point \(x\) in the parabolic region the changes are

\[
\delta F=\frac{qn}{\varepsilon}\delta W,\qquad
\delta\psi(x)=\frac{qn}{\varepsilon}(W-x)\,\delta W=(W-x)\,\delta F .
\]

Closer to the metal no charge changes, so \(\delta F\) is constant and adds \(x\,\delta F\) to the bending. The total is \(\delta\psi_s=W\delta F\), and

\[
C=\frac{\varepsilon\,\delta F}{\delta\psi_s}=\frac{\varepsilon}{W}.
\]

Freezing is justified at the crossing if the signal is much faster than \(cn_1+e_n=2e_n\approx105\) s⁻¹. Closer to the bulk the traps exchange electrons faster, but their occupancy is saturated and hardly responds.

Setting \(q\psi=\Delta\) in the parabola gives the distance \(\lambda=W-x\) from this edge to the crossing:

\[
\boxed{\lambda=\sqrt{\frac{2\varepsilon(\Delta-kT)}{q^2n}}}
\]

With \(kT=0.0198\) eV and relative permittivity 11.7, \(\Delta-kT=0.2348\) eV and \(\lambda=554\) nm. Omitting \(kT\) would give 577 nm. The term appears because \(W\) is an extrapolated edge: the parabola starts there at \(\psi=kT/q\), not at zero.

The crossing is not perfectly sharp. The field there is \(qn\lambda/\varepsilon\), so the energy changes by \(kT\) over

\[
\frac{kT}{qF}=\frac{\varepsilon kT}{q^2n\lambda}
=\frac{kT}{2(\Delta-kT)}\lambda
=\frac{0.0198}{2\times0.2348}\times554\ \text{nm}\approx23\ \text{nm}.
\]

In a uniform field, the excess filling on one side of the crossing balances the deficit on the other. A sharp boundary is therefore a good approximation for \(kT\ll\Delta\). It fails for a level within a few \(kT\) of the bulk Fermi level.

## Third contribution: how capacitance weighs the charge

One might suppose that the capacitance is insensitive to charge near the edge. To find its sensitivity, let \(N(x)\) be the net fixed density. The extrapolated field is \((q/\varepsilon)\int_x^W N\,dx'\), and integrating it over the layer gives

\[
\psi_s-\frac{kT}{q}
=\frac q\varepsilon\int_0^W\!dx\int_x^W\!N(x')\,dx'
=\frac q\varepsilon\int_0^W xN(x)\,dx .
\]

The last step exchanges the order of integration: a charge at \(x'\) contributes for all \(x\) from 0 to \(x'\). Now change \(N\) by a small \(\delta N\) at fixed bias. The left side is fixed, and \(N(W)=n\), so

\[
0=nW\,\delta W+\int_0^W x\,\delta N\,dx .
\]

Because \(C=\varepsilon/W\),

\[
\frac{\delta C}{C}=-\frac{\delta W}{W}
=\frac{1}{nW^2}\int_0^W x\,\delta N(x)\,dx .
\]

The weight grows linearly towards the edge. This formula holds where few mobile electrons are present; within the electron tail it needs correction.

A forced change of occupancy separates sensitivity from lack of switching. In a numerical solution of Poisson's equation with mobile electrons, the traps in a 40 nm slab halfway into the missed zone were emptied by hand. The slab is centred at \(2692-277=2415\) nm, so the formula gives

\[
\frac{\delta C}{C}=\frac{10^{13}}{9.90\times10^{14}}\,
\frac{40\times2415}{2692^2}=1.35\times10^{-4}.
\]

The numerical response is \(1.32\times10^{-4}\), or 0.978 of this. The local electron density is 1.9% of \(n\), which probably accounts for most of the 2% shortfall, though this was not isolated. The capacitance would see these traps if they emptied. They are missed because their occupancy stays fixed.

## Combining and weighing the contributions

During the pulse, traps fill for \(x>W_P-\lambda\). At rest they remain filled for \(x>W_R-\lambda\). After the pulse, traps between these limits lose their electrons, and each loss removes one negative charge. Hence \(\delta N=+N_T\) there, and

\[
\frac{\Delta C}{C}=\frac{N_T}{nW_R^2}\int_{W_P-\lambda}^{W_R-\lambda}x\,dx
=\frac{N_T}{2n}\,\frac{(W_R-\lambda)^2-(W_P-\lambda)^2}{W_R^2}.
\]

A donor-like trap gives the same sign, since it becomes positive on emission.

In the example \(W_R=2692\) nm and \(W_P=874\) nm, so the active window runs from 320 to 2139 nm. Its width is \(W_R-W_P\), the same as if traps switched up to the edge. The crossing displaces the window towards the metal by \(\lambda\). One strip is lost at the outer end and another gained at the inner end. In units of \(N_T/n\), the parts of \(\Delta C/C\) are:

- Switching from \(W_P\) to \(W_R\): \(\tfrac12\left[1-(874/2692)^2\right]=0.447\).
- Loss of the outer strip: \(-554\times2415/2692^2=-0.185\).
- Gain of the inner strip: \(+554\times597/2692^2=+0.046\).

Each strip is its width times its mean position, divided by \(W_R^2\). The sum is 0.308. The outer loss removes 41% of the first term, and the inner gain returns 10%, leaving the 31% deficit. The number of switching traps per area has not changed; they sit where the capacitance weighs them less.

The uncorrected estimate puts \(\lambda=0\):

\[
N_{\text{naive}}=\frac{2n\,(\Delta C/C)}{1-W_P^2/W_R^2}.
\]

To relate it to \(N_T\), factor the difference of squares:

\[
(W_R-\lambda)^2-(W_P-\lambda)^2=(W_R-W_P)(W_R+W_P-2\lambda).
\]

Dividing by \(W_R^2-W_P^2=(W_R-W_P)(W_R+W_P)\) gives

\[
\boxed{N_T=\frac{N_{\text{naive}}}{1-\dfrac{2\lambda}{W_R+W_P}}}
\]

The denominator is the ratio of the mean positions of the two windows.

For the example, the numerical solution gives \(\Delta C/C=3.105\times10^{-3}\). Then

\[
N_{\text{naive}}=\frac{2(9.90\times10^{14})(3.105\times10^{-3})}{1-(874/2692)^2}
=6.87\times10^{12}\ \text{cm}^{-3},
\]

\[
N_T=\frac{6.87\times10^{12}}{0.689}=9.97\times10^{12}\ \text{cm}^{-3}
\quad(9.97\times10^{18}\ \text{m}^{-3}).
\]

This is 0.3% below the density put in. The residue contains second-order terms in \(N_T/n\) and thermal smearing, which were not separated.

## Bias, doping and the limits of the correction

The factor was tested at three rest biases, with the pulse held at 0 V and the trap density reduced to \(10^{12}\) cm⁻³. Here "found" means \(N_{\text{naive}}/N_T\) from the numerical solution:

- 2 V: formula 0.591, found 0.592.
- 5 V: formula 0.690, found 0.691.
- 20 V: formula 0.817, found 0.817.

At large rest bias and fixed pulse bias the deficit tends to \(2\lambda/W_R\), which falls only as the inverse square root of the voltage. At 20 V it is still 18%. For a small bias step, with \(W_R\approx W_P=W\), the factor tends to \(1-\lambda/W\). With the example's \(\lambda\) this is 0.37 for a step near 0 V (\(W=874\) nm) and 0.79 for a step near 5 V (\(W=2692\) nm). A small step narrows the window, though not below the thermal width of the crossing, which is a few times \(kT/qF\). The depth probed is \(W-\lambda\), not \(W\).

Heavier doping does not by itself remove the effect. For dilute traps,

\[
\frac{\lambda}{W_R}\simeq\sqrt{\frac{\Delta-kT}{q\psi_{s,R}-kT}},
\]

because both lengths scale as \(n^{-1/2}\). At fixed temperature and band bending, doping enters this ratio through the logarithm in \(\Delta\).

The boxed correction requires \(W_P>\lambda\). If the pulse lowers the surface bending below \(\Delta/q\), no crossing remains, and with electrons alone the traps are more than half filled even at the metal. In the example such a pulse is a forward bias above 0.35 V. Holes from the contact, about \(260\,n_1\) for equal densities of states and capture coefficients, then keep a layer up to about 60 nm thick empty until the bending falls towards 0.15 V. This layer carries so little weight that the signal changes by only about 0.1%. The lower limit of the integral is then effectively zero:

\[
N_T=2n\,\frac{\Delta C}{C}\,\frac{1}{(1-\lambda/W_R)^2}.
\]

For the example's \(W_R\), the simple estimate \(2n\Delta C/C\) would then recover \((1-554/2692)^2=0.63\) of the density. Filling the whole layer does not cure the loss, because the outer strip is still filled at rest.

Pulse length matters too. At the pulse crossing the occupancy relaxes at \(2e_n\), with a time constant of about 10 ms. A 1 ms pulse leaves the part of the window nearest the metal incompletely filled. Here that lowers the signal by 0.9%. The change is small for two reasons: the electron density, and with it the capture rate, rises by a factor e about every 23 nm away from the crossing, so the affected strip is thin; and the strip lies near the metal, where the weight is low.

## The model beside a real diode

The parameters are rough values for irradiated, phosphorus-doped silicon under a gold-like contact: a vacancy–phosphorus-like level at 0.45 eV, a barrier of 0.80 eV and a capture cross-section of \(10^{-15}\) cm². Real irradiated silicon breaks the assumption of a single level. The divacancy has a level close by, and whatever share of the amplitude it supplies is wrongly assigned to the chosen trap. Real trap profiles may also be nonuniform; the result is then an average over the active window, weighted by \(x\).

The level position and the temperature enter through \(\lambda\). With the same signal and widths, a level taken 0.05 eV too deep raises the corrected density by 5%, to \(1.04\times10^{13}\) cm⁻³. Using \(\lambda=456\) nm, its value at 300 K, lowers it by 7%, to \(9.23\times10^{12}\) cm⁻³. The Fermi level must be evaluated at the temperature of the transient.

Other neglected effects are small here. About 0.1% of the donors are neutral if only their ground state is counted, and still less than 1% with phosphorus's low-lying excited states; \(n/N_C=5\times10^{-5}\) justifies Boltzmann statistics. For equal capture coefficients and equal effective densities of states in the two bands, hole emission is \(6\times10^{-6}\) of electron emission. Electrons from the metal amount to \(2\times10^{-8}n_1\) at the contact; image-force lowering of 0.023 eV raises this by a factor of about three, so traps there still empty. The peak field, 0.04 MV/cm, is well below silicon's rough breakdown field of 0.3 MV/cm.

Tunnelling could speed up emission. An electron leaving at energy \(u\) below the band edge gains a thermal factor \(e^{u/kT}\) but must cross a triangular barrier. The net exponent is

\[
\frac{u}{kT}-\frac{4\sqrt{2m}\,u^{3/2}}{3\hbar qF}.
\]

Its derivative vanishes at \(u=(\hbar qF)^2/[8m(kT)^2]\). There the second term is two thirds of the first, leaving \((\hbar qF)^2/[24m(kT)^3]\). At the peak field, with \(m=0.19\,m_0\), this is 0.04. So small an exponent is outside the quantitative range of the barrier formula. Integrating its exponential over \(u/kT\) and adding 1 for emission over the barrier would give 1.9, but this overcounts: the field moves band states below the edge and removes them from above it. With the exact (Airy) states of an electron in a uniform field, the thermally weighted density of band states at the trap rises by the factor \(\exp[(\hbar qF)^2/24m(kT)^3]\), which is 1.04 here. For a short-range trap whose emission follows that density, tunnelling is therefore a few per cent at the peak field; coupling to lattice vibrations, not modelled here, can raise it. Any enhancement would speed up the transient near the metal, but not change its full amplitude, which is set by the occupancies before and after emission. The numerical output below lists the values used.

## Values computed for the example and the checks

```
temperature 230 K, kT 0.01982 eV
relative permittivity 11.7
shallow donors 1.00e+15 cm^-3
traps put in 1.00e+13 cm^-3
bulk electron density 9.900e+14 cm^-3
trap depth 0.45 eV, barrier 0.80 eV
density-of-states mass 1.08 m0, N_C 1.891e+19 cm^-3
E_C - E_F in bulk 0.1954 eV
E_F - E_T in bulk 0.2546 eV
n1 2.607e+09 cm^-3
built-in bending 0.6048 V, rest bias 5.0 V
Debye length 113.2 nm
W at rest 2692.4 nm
W in pulse 873.6 nm
capacitance at rest 3.8476 nF/cm^2
lambda formula 553.8 nm, grid 553.8 nm
lambda without kT term 576.7 nm
crossing at rest, x = 2138.6 nm
crossing in pulse, x = 319.7 nm
Delta C / C 3.10499e-03
simplest estimate 2n(DeltaC/C) 6.148e+12 cm^-3
naive trap density 6.871e+12 cm^-3
factor 1-2lambda/(W_R+W_P) 0.6894
corrected trap density 9.967e+12 cm^-3
dilute, 2 V: W 1829 nm, factor 0.5913, grid 0.5923
dilute, 5 V: W 2688 nm, factor 0.6900, grid 0.6906
dilute, 20 V: W 5160 nm, factor 0.8171, grid 0.8171
mid-zone electrons over n1 7.243e+03
mid-zone empty fraction 1.38e-04
slab emptied by hand: width 40 nm
slab Delta C / C: grid 1.316e-04, formula 1.346e-04
slab ratio grid/formula 0.9781
capture cross-section 1.0e-15 cm^2
thermal velocity 2.01e+07 cm/s
emission rate 52.3 s^-1
1 ms pulse changes signal by -0.91 %
lambda wrongly at 300 K 455.7 nm
density with 300 K lambda 9.231e+12 cm^-3
lambda with level 0.05 eV deeper 609.9 nm
density with that lambda 1.044e+13 cm^-3
peak field 0.0415 MV/cm
tunnelling exponent at peak field 0.0370 (mass 0.19 m0)
image-force lowering 0.0226 eV
neutral donor fraction 1.02e-03 (donor depth 0.045 eV)
degeneracy measure n/N_C 5.24e-05
hole/electron emission ratio 5.51e-06 (gap 1.14 eV)
electrons from metal over n1 2.14e-08
```
